# Low-order Douglas-Kroll-Hess energies of the 1s level at Z = 80: verification in Python

```python
"""DKH1, DKH2 and DKH3 energies of the 1s1/2 level of a one-electron ion, Z = 80.

Result under test: relative to the Dirac energy, DKH2 is about 9 hartree high
and DKH3 about 1 hartree low; DKH1 is much too low.
Rydberg atomic units: hbar = 1, m = 1/2, e^2 = 2, c = 2/alpha, V = -2Z/r.
p: square roots of the eigenvalues of p^2 in the Gaussian basis.
V, Vs: potential between large functions and between normalized sigma.p functions.
a, d: electron and negative-energy potential blocks after the free rotation.
o: coupling of the blocks; w: generator that removes o to first order.
e2, e3: second- and third-order additions to the electron Hamiltonian.
"""
import numpy as np
from mpmath import mp
from scipy.constants import fine_structure
from scipy.special import spherical_jn

mp.dps = 34
Z = 80
c = 2.0 / fine_structure
mc2 = 0.5 * c**2
HARTREE_PER_RY = 0.5


def gaussian_integrals(a, b):
    """Overlap, p^2, V and sigma.p V sigma.p for normalized s Gaussians."""
    s = a + b
    overlap = (2 * mp.sqrt(a * b) / s) ** mp.mpf("1.5")
    return (overlap,
            6 * a * b / s * overlap,
            -4 * Z * mp.sqrt(s / mp.pi) * overlap,
            -16 * Z * a * b / mp.sqrt(mp.pi * s) * overlap)


def to_float(matrix):
    return np.array([[float(x) for x in row] for row in matrix.tolist()])


def momentum_basis(exponents):
    """Return p, V, Vs and the matrix mapping Gaussians to the p^2 eigenbasis."""
    n = len(exponents)
    matrices = [mp.matrix(n, n) for _ in range(4)]
    for i in range(n):
        for j in range(i + 1):
            values = gaussian_integrals(exponents[i], exponents[j])
            for matrix, value in zip(matrices, values):
                matrix[i, j] = value
                matrix[j, i] = value
    S, P2, V, PVP = matrices
    inverse_factor = mp.inverse(mp.cholesky(S))
    orthogonal_p2 = inverse_factor * P2 * inverse_factor.T
    orthogonal_p2 = (orthogonal_p2 + orthogonal_p2.T) / 2
    values, vectors = mp.eigsy(orthogonal_p2)
    C = inverse_factor.T * vectors
    p = np.array([float(mp.sqrt(values[i])) for i in range(n)])
    V_p = to_float(C.T * V * C)
    Vs_p = to_float(C.T * PVP * C) / np.outer(p, p)
    return p, (V_p + V_p.T) / 2, (Vs_p + Vs_p.T) / 2, to_float(C.T * S)


def free_factors(p):
    E = np.sqrt((c * p)**2 + mc2**2)
    return E, np.sqrt((E + mc2) / (2 * E)), c * p / (E + mc2)


def dkh_terms(p, V, Vs):
    """Kinetic matrix, first-order potential a, and corrections e2 and e3."""
    E, A, R = free_factors(p)
    AA = np.outer(A, A)
    RR = np.outer(R, R)
    a = AA * (V + RR * Vs)
    d = AA * (Vs + RR * V)
    o = AA * (R[:, None] * Vs - V * R[None, :])
    w = o / (E[:, None] + E[None, :])
    e2 = 0.5 * (w @ o.T + o @ w.T)
    ww = w @ w.T
    e3 = w @ d @ w.T - 0.5 * (ww @ a + a @ ww)
    kinetic = np.diag((c * p)**2 / (E + mc2))
    return kinetic, a, e2, e3


def dirac_levels(p, V, Vs):
    """Electron levels of the full Dirac matrix, rest energy subtracted."""
    n = len(p)
    coupling = np.diag(c * p)
    full = np.block([[V, coupling], [coupling, Vs - 2 * mc2 * np.eye(n)]])
    return np.linalg.eigvalsh(full)[n:]


def dkh_hamiltonians(terms):
    kinetic, a, e2, e3 = terms
    return [kinetic + a, kinetic + a + e2, kinetic + a + e2 + e3]


def legendre_grid(count, low, high):
    x, weight = np.polynomial.legendre.leggauss(count)
    half = 0.5 * (high - low)
    return low + half * (x + 1), half * weight


# Gaussian integrals against direct radial quadrature
r, wr = legendre_grid(500, 0.0, 0.3)
test_a, test_b = 1000.0, 5000.0
radial = []
for exponent in (test_a, test_b):
    norm = np.sqrt(4 * (2 * exponent)**1.5 / np.sqrt(np.pi))
    f = norm * np.exp(-exponent * r**2)
    radial.append((f, -2 * exponent * r * f))
(f, df), (g, dg) = radial
numeric = [np.sum(wr * r**2 * f * g), np.sum(wr * r**2 * df * dg),
           np.sum(wr * r * f * g) * (-2 * Z),
           np.sum(wr * r * df * dg) * (-2 * Z)]
analytic = [float(x) for x in gaussian_integrals(mp.mpf(test_a), mp.mpf(test_b))]
integral_error = max(abs(x / y - 1) for x, y in zip(numeric, analytic))
assert integral_error < 1e-9

# Large basis and the Dirac reference
basis_size = 38
smallest = mp.mpf("0.02") * Z**2
exponents = [smallest * 2**k for k in range(basis_size)]
p, V, Vs, to_p_basis = momentum_basis(exponents)
terms = dkh_terms(p, V, Vs)
kinetic, a, e2, e3 = terms
solutions = [np.linalg.eigh(H) for H in dkh_hamiltonians(terms)]
energies = np.array([solution[0][0] for solution in solutions])
dirac_matrix = dirac_levels(p, V, Vs)[0]
dirac_exact = mc2 * (np.sqrt(1 - (Z * fine_structure)**2) - 1)
assert abs(dirac_matrix - dirac_exact) < 0.02

# Convergence when the tightest functions are removed
dropped = 4
p_s, V_s, Vs_s, _ = momentum_basis(exponents[:-dropped])
energies_small = np.array([np.linalg.eigvalsh(H)[0]
                           for H in dkh_hamiltonians(dkh_terms(p_s, V_s, Vs_s))])
basis_change = energies - energies_small
dirac_change = dirac_matrix - dirac_levels(p_s, V_s, Vs_s)[0]
assert np.max(np.abs(basis_change)) < 0.2
assert abs(dirac_change) < 0.2

# First-order potential of a Gaussian by Fourier-Bessel quadrature
trial_index = 6
trial_exponent = float(exponents[trial_index])
trial = to_p_basis[:, trial_index]
width = np.sqrt(4 * trial_exponent)
k, wk = legendre_grid(500, 0.0, 6 * width)
g_k = np.sqrt(4 * (2 / width**2)**1.5 / np.sqrt(np.pi)) * np.exp(-(k / width)**2)
E_k, A_k, R_k = free_factors(k)
kr = np.outer(r, k)
prefactor = np.sqrt(2 / np.pi)
upper = prefactor * spherical_jn(0, kr) @ (wk * k**2 * A_k * g_k)
lower = prefactor * spherical_jn(1, kr) @ (wk * k**2 * A_k * R_k * g_k)
first_quadrature = -2 * Z * np.sum(wr * r * (upper**2 + lower**2))
first_matrix = trial @ a @ trial
assert abs(first_matrix / first_quadrature - 1) < 1e-4

# Second-order term of the same Gaussian from momentum-space kernels
t, wt = legendre_grid(501, 0.0, 1.0)
q = width * t / (1 - t)
wq = wt * width / (1 - t)**2
E_q, A_q, R_q = free_factors(q)
ratio = np.minimum(k[:, None], q) / np.maximum(k[:, None], q)
Q0 = 2 * np.arctanh(ratio)
Q1 = 0.5 * (ratio + 1 / ratio) * Q0 - 1
coulomb = -2 * Z / (np.pi * np.outer(k, q))
kernel = np.outer(A_k, A_q) * coulomb * (R_k[:, None] * Q1 - Q0 * R_q)
source = wk * k**2 * g_k
coupled = source @ kernel
generated = source @ (kernel / (E_k[:, None] + E_q))
second_quadrature = np.sum(wq * q**2 * coupled * generated)
second_matrix = trial @ e2 @ trial
assert abs(second_matrix / second_quadrature - 1) < 2e-3

# Powers of the potential left out, measured against the full Dirac matrix
small_exponents = [mp.mpf("0.2") * Z**2 * 4**j for j in range(5)]
p_o, V_o, Vs_o, _ = momentum_basis(small_exponents)
strengths = (0.04, 0.02)
errors = []
for strength in strengths:
    reference = dirac_levels(p_o, strength * V_o, strength * Vs_o)
    truncated = dkh_hamiltonians(dkh_terms(p_o, strength * V_o, strength * Vs_o))
    errors.append([np.linalg.norm(np.linalg.eigvalsh(H) - reference)
                   for H in truncated])
powers = np.log2(np.array(errors[0]) / np.array(errors[1]))
assert np.all(np.abs(powers - np.array([2, 3, 4])) < 0.25)

# Direction of the corrections and the final claim
state1 = solutions[0][1][:, 0]
state2 = solutions[1][1][:, 0]
mean_e2 = state1 @ e2 @ state1
mean_e3 = state2 @ e3 @ state2
assert mean_e2 > 0 and mean_e3 < 0
assert energies[1] <= energies[0] + mean_e2 + 1e-5
assert energies[2] <= energies[1] + mean_e3 + 1e-5
deviations = energies - dirac_exact
deviations_hartree = deviations * HARTREE_PER_RY
assert deviations_hartree[0] < -10
assert 8 < deviations_hartree[1] < 10
assert -1.5 < deviations_hartree[2] < -0.5

print(f"nuclear charge Z: {Z}")
print(f"speed of light c: {c:.6f} Rydberg a.u.")
print(f"rest energy mc^2: {mc2:.4f} Ry")
print(f"number of s Gaussians: {basis_size}")
print(f"smallest exponent: {float(exponents[0]):.1f} bohr^-2")
print(f"largest exponent: {float(exponents[-1]):.4e} bohr^-2")
print(f"smallest and largest p in basis: {p.min():.3f}, {p.max():.4e} bohr^-1")
print(f"Dirac 1s, closed formula: {dirac_exact:.4f} Ry")
print(f"Dirac 1s, closed formula: {dirac_exact * HARTREE_PER_RY:.4f} hartree")
print(f"Dirac 1s, matrix: {dirac_matrix:.4f} Ry")
print(f"Dirac matrix minus formula: {dirac_matrix - dirac_exact:.2e} Ry")
for order in range(3):
    print(f"DKH{order + 1} 1s energy: {energies[order]:.3f} Ry")
    print(f"DKH{order + 1} 1s energy: {energies[order] * HARTREE_PER_RY:.3f} hartree")
    print(f"DKH{order + 1} minus Dirac: {deviations[order]:.3f} Ry")
    print(f"DKH{order + 1} minus Dirac: {deviations_hartree[order]:.3f} hartree")
print(f"mean e2 in DKH1 state: {mean_e2:.3f} Ry")
print(f"DKH2 minus DKH1: {energies[1] - energies[0]:.3f} Ry")
print(f"mean e3 in DKH2 state: {mean_e3:.3f} Ry")
print(f"DKH3 minus DKH2: {energies[2] - energies[1]:.3f} Ry")
print(f"tightest functions removed in basis test: {dropped}")
print(f"Dirac change, full minus reduced basis: {dirac_change:.2e} Ry")
for order in range(3):
    print(f"DKH{order + 1} change, full minus reduced basis: {basis_change[order]:.2e} Ry")
print(f"largest relative Gaussian integral error: {integral_error:.1e}")
print(f"trial Gaussian exponent: {trial_exponent:.1f} bohr^-2")
print(f"trial first-order potential, matrix: {first_matrix:.4f} Ry")
print(f"trial first-order potential, quadrature: {first_quadrature:.4f} Ry")
print(f"trial second-order term, matrix: {second_matrix:.5f} Ry")
print(f"trial second-order term, quadrature: {second_quadrature:.5f} Ry")
print(f"potential scale factors in order test: {strengths[0]}, {strengths[1]}")
for order in range(3):
    print(f"measured error power of DKH{order + 1}: {powers[order]:.3f}")
print("no test failed")
```

Printed output:

```
nuclear charge Z: 80
speed of light c: 274.071998 Rydberg a.u.
rest energy mc^2: 37557.7301 Ry
number of s Gaussians: 38
smallest exponent: 128.0 bohr^-2
largest exponent: 1.7592e+13 bohr^-2
smallest and largest p in basis: 16.266, 1.2753e+07 bohr^-1
Dirac 1s, closed formula: -7064.3842 Ry
Dirac 1s, closed formula: -3532.1921 hartree
Dirac 1s, matrix: -7064.3842 Ry
Dirac matrix minus formula: 3.13e-05 Ry
DKH1 1s energy: -7372.897 Ry
DKH1 1s energy: -3686.449 hartree
DKH1 minus Dirac: -308.513 Ry
DKH1 minus Dirac: -154.256 hartree
DKH2 1s energy: -7046.650 Ry
DKH2 1s energy: -3523.325 hartree
DKH2 minus Dirac: 17.735 Ry
DKH2 minus Dirac: 8.867 hartree
DKH3 1s energy: -7066.239 Ry
DKH3 1s energy: -3533.120 hartree
DKH3 minus Dirac: -1.855 Ry
DKH3 minus Dirac: -0.927 hartree
mean e2 in DKH1 state: 348.337 Ry
DKH2 minus DKH1: 326.247 Ry
mean e3 in DKH2 state: -19.524 Ry
DKH3 minus DKH2: -19.589 Ry
tightest functions removed in basis test: 4
Dirac change, full minus reduced basis: -9.66e-05 Ry
DKH1 change, full minus reduced basis: -1.48e-03 Ry
DKH2 change, full minus reduced basis: 1.50e-06 Ry
DKH3 change, full minus reduced basis: -5.63e-05 Ry
largest relative Gaussian integral error: 2.7e-14
trial Gaussian exponent: 8192.0 bohr^-2
trial first-order potential, matrix: -21237.3371 Ry
trial first-order potential, quadrature: -21237.2957 Ry
trial second-order term, matrix: 355.31877 Ry
trial second-order term, quadrature: 355.31809 Ry
potential scale factors in order test: 0.04, 0.02
measured error power of DKH1: 1.998
measured error power of DKH2: 2.997
measured error power of DKH3: 4.003
no test failed
```
